# Why the static permittivity at finite wavevector avoids the interval between zero and one

## Which computed permittivities can be accepted

A calculation of static screening with an approximate exchange-correlation kernel may return $\epsilon(q)=-1.5$ at one wavevector and $\epsilon(q)=0.7$ at another. One must decide which values to keep. Discarding every negative value would throw away legitimate results, while keeping everything positive would admit a response that no stable ground state can have. For a homogeneous medium in its ground state, the criterion is

$$
\frac{1}{\epsilon(q)}\le 1,
\qquad\text{that is}\qquad
\epsilon(q)\ge 1\quad\text{or}\quad \epsilon(q)<0 .
\tag{1}
$$

The value $-1.5$ therefore passes the criterion and $0.7$ does not. If both come from one calculation at one density, the $0.7$ also casts doubt on the uniform reference state behind the $-1.5$. The criterion follows from the energy of the medium in the field of an external charge.

## External and total potential

Atomic units are used in the algebra. The medium consists of $N$ electrons in a periodic volume $\Omega$, with mean density $n=N/\Omega$ and a fixed, uniform neutralizing background. Its Hamiltonian $H$ contains the kinetic energy and the Coulomb interaction. The ground state $|0\rangle$, of energy $E_0$, is assumed nondegenerate, of zero total momentum and symmetric under inversion. The wavevector $\mathbf q\neq0$ fits the periodic volume.

The probe is a static external charge density $A\cos(\mathbf q\cdot\mathbf r)$. It is rigid: its form and strength are prescribed and do not react to the medium. Poisson's equation, $\nabla^2\Phi=-4\pi\rho$, gives its electrostatic potential as $vA\cos(\mathbf q\cdot\mathbf r)$ with

$$
v=\frac{4\pi}{q^2}.
\tag{2}
$$

An electron has charge $-1$, so its potential energy in this field is $w\cos(\mathbf q\cdot\mathbf r)$ with $w=-vA$. Define

$$
\rho_{\mathbf q}=\sum_{j=1}^{N}e^{i\mathbf q\cdot\mathbf r_j},
\qquad
H(w)=H+\frac w2\left(\rho_{\mathbf q}+\rho_{-\mathbf q}\right).
\tag{3}
$$

The operator $\rho_{\mathbf q}$ changes the total momentum by $\mathbf q$, hence $\langle0|\rho_{\mathbf q}|0\rangle=0$ and the unperturbed density is uniform. To first order in $w$ the density changes by

$$
\delta n(\mathbf r)=a\cos(\mathbf q\cdot\mathbf r),\qquad a=\chi w .
\tag{4}
$$

Here $\chi$ is the response to the external potential. The added electrons repel a test charge $-1$ that is distinguishable from them and feels only their electrostatic field, which contributes the potential energy $va\cos(\mathbf q\cdot\mathbf r)$. The total amplitude is

$$
w_{\rm tot}=w+va=(1+v\chi)\,w .
\tag{5}
$$

The longitudinal permittivity is the ratio of the displacement field, produced by the external charge, to the total electric field. Both fields are gradients of potentials with the same wavevector, so the ratio of fields equals the ratio of potentials, $\epsilon=w/w_{\rm tot}$. Equation (5) then gives

$$
\frac1\epsilon=1+v\chi .
\tag{6}
$$

Since $v>0$, everything depends on the sign of $\chi$.

## The energy fixes the sign of the response

Let $E(w)$ be the lowest eigenvalue of $H(w)$ and $|\psi_w\rangle$ its normalized eigenstate. Choose $w=\theta w_1+(1-\theta)w_2$ with $0\le\theta\le1$. Because $H(w)$ is linear in $w$,

$$
\begin{aligned}
E(w)&=\theta\langle\psi_w|H(w_1)|\psi_w\rangle+(1-\theta)\langle\psi_w|H(w_2)|\psi_w\rangle\\
&\ge\theta E(w_1)+(1-\theta)E(w_2).
\end{aligned}
\tag{7}
$$

The inequality holds because an expectation value of $H(w_1)$ cannot lie below its lowest eigenvalue, and likewise for $w_2$. Thus $E(w)$ is concave, for strong fields as well as weak ones.

The curvature at $w=0$ must now be related to $\chi$. The derivative of an eigenvalue is the expectation value of the derivative of the Hamiltonian:

$$
\frac{dE}{dw}=\frac12\langle\psi_w|\rho_{\mathbf q}+\rho_{-\mathbf q}|\psi_w\rangle .
\tag{8}
$$

From the density (4),

$$
\langle\rho_{\mathbf q}\rangle=\int_\Omega\left[n+\chi w\cos(\mathbf q\cdot\mathbf r)\right]e^{i\mathbf q\cdot\mathbf r}\,d^3r=\frac{\Omega\chi w}{2}.
\tag{9}
$$

The constant term integrates to zero, and the average of $\cos(\mathbf q\cdot\mathbf r)\,e^{i\mathbf q\cdot\mathbf r}$ is $1/2$. The same value holds for $\rho_{-\mathbf q}$. Hence $dE/dw=\Omega\chi w/2$ to first order, and integration gives

$$
E(w)-E_0=\frac{\Omega\chi w^2}{4}.
\tag{10}
$$

A concave function has no positive second derivative, so $\Omega\chi/2\le0$ and

$$
\chi\le0 .
\tag{11}
$$

Inserting this in (6) gives $1/\epsilon\le1$. The inversion must be done separately for each sign. If $0<1/\epsilon\le1$, then $\epsilon\ge1$. If $1/\epsilon<0$, then $\epsilon<0$. The point $1/\epsilon=0$ is allowed; there $\epsilon$ is infinite and the medium cancels the external potential completely. A value $0<\epsilon<1$ would need $1/\epsilon>1$, hence $\chi>0$, which (11) forbids. This proves (1).

## The same sign from excitation energies

First-order perturbation theory gives the change of the state as

$$
|\psi^{(1)}\rangle=-\frac w2\sum_{m\ne0}|m\rangle\frac{\langle m|\rho_{\mathbf q}+\rho_{-\mathbf q}|0\rangle}{\Delta_m},
\qquad \Delta_m=E_m-E_0 .
\tag{12}
$$

In $\langle\rho_{\mathbf q}\rangle=\langle0|\rho_{\mathbf q}|\psi^{(1)}\rangle+\langle\psi^{(1)}|\rho_{\mathbf q}|0\rangle$, momentum conservation keeps the products of one $\rho_{\mathbf q}$ with one $\rho_{-\mathbf q}$. Since $\rho_{-\mathbf q}=\rho_{\mathbf q}^\dagger$,

$$
\langle\rho_{\mathbf q}\rangle=-\frac w2\sum_m\frac{|\langle m|\rho_{-\mathbf q}|0\rangle|^2+|\langle m|\rho_{\mathbf q}|0\rangle|^2}{\Delta_m}.
\tag{13}
$$

Inversion symmetry makes the two sums equal. Comparison with (9) yields

$$
\chi=-\frac2\Omega\sum_m\frac{|\langle m|\rho_{\mathbf q}|0\rangle|^2}{\Delta_m}.
\tag{14}
$$

For a ground state every $\Delta_m$ is positive, and (11) follows again.

## A stricter bound for mobile electrons

Equation (11) leaves open whether $\chi=0$, and so $\epsilon=1$, can occur. Define the moments

$$
M_p=\sum_m\Delta_m^{\,p}\,|\langle m|\rho_{\mathbf q}|0\rangle|^2 .
\tag{15}
$$

Then $\chi=-2M_{-1}/\Omega$, and $M_0=NS$, where $S=\langle0|\rho_{-\mathbf q}\rho_{\mathbf q}|0\rangle/N$ is the static structure factor.

The moment $M_1$ follows from a double commutator. The interaction commutes with $\rho_{\mathbf q}$, so only the kinetic energy contributes. For one electron, $e^{-i\mathbf q\cdot\mathbf r}\mathbf p\,e^{i\mathbf q\cdot\mathbf r}=\mathbf p+\mathbf q$ gives

$$
\left[\tfrac12p^2,e^{i\mathbf q\cdot\mathbf r}\right]=e^{i\mathbf q\cdot\mathbf r}\left(\mathbf q\cdot\mathbf p+\tfrac12q^2\right).
\tag{16}
$$

A second commutator, with $e^{-i\mathbf q\cdot\mathbf r}$ on the left, leaves $e^{i\mathbf q\cdot\mathbf r}[e^{-i\mathbf q\cdot\mathbf r},\mathbf q\cdot\mathbf p]=q^2$. Summed over electrons, $\langle0|[\rho_{-\mathbf q},[H,\rho_{\mathbf q}]]|0\rangle=Nq^2$. Inserting a complete set of states on the left produces $\sum_m\Delta_m|\langle m|\rho_{\mathbf q}|0\rangle|^2$ plus the same sum for $-\mathbf q$, that is, $2M_1$. Therefore

$$
M_1=\frac{Nq^2}{2}.
\tag{17}
$$

This is positive, so some matrix element is nonzero and $S>0$. The Cauchy–Schwarz inequality $M_0^2\le M_{-1}M_1$ gives $M_{-1}\ge N^2S^2/(Nq^2/2)=2NS^2/q^2$. Then $\chi\le-4nS^2/q^2$, and with (2) and (6)

$$
\frac1\epsilon\le1-\frac{16\pi nS^2}{q^4}<1 .
\tag{18}
$$

Under the stated assumptions $\epsilon=1$ is not reached at finite density and wavevector.

## Why stability permits a negative value

The internal energy $U=\langle\psi_w|H|\psi_w\rangle$ is $E(w)$ minus the energy of interaction with the probe. By (8) and (9) the latter is $w\,\Omega\chi w/2$, so

$$
U-E_0=\frac{\Omega\chi w^2}{4}-\frac{\Omega\chi w^2}{2}=-\frac{\Omega\chi w^2}{4}=\frac{\Omega a^2}{4}\left(-\frac1\chi\right).
\tag{19}
$$

The last form uses $w=a/\chi$. It is the least energy at which the medium can carry a density wave of small amplitude $a$: a state with the same wave and lower $\langle H\rangle$ would also have lower $\langle H(w)\rangle$.

Part of this cost is the classical electrostatic energy of the wave, $\frac12\int\delta n\,(va\cos\mathbf q\cdot\mathbf r)\,d^3r=\Omega va^2/4$. Let $k$ stand for the rest, which contains kinetic, exchange and correlation contributions:

$$
-\frac1\chi=v+k,\qquad U-E_0=\frac{\Omega a^2}{4}(v+k).
\tag{20}
$$

Substitution in (6) gives

$$
\frac1\epsilon=1-\frac{v}{v+k}=\frac{k}{v+k},\qquad \epsilon=1+\frac vk .
\tag{21}
$$

Stability requires the whole stiffness $v+k$ to be positive, not $k$ alone. There are three ranges:

- For $k>0$, $\epsilon>1$.
- For $-v<k<0$, $v/k<-1$ and $\epsilon<0$. The kinetic, exchange and correlation contributions together favour the wave, but the classical repulsion still makes it costly.
- For $k<-v$, $0<\epsilon<1$. A density wave would lower the energy, contradicting the assumption of a ground state.

Passing from the first range to the second through $k=0$ makes $\epsilon$ diverge, but $\chi=-1/v$ is finite there and no instability occurs. An actual density-wave instability is approached as $v+k\to0^+$. Then $\chi\to-\infty$, $1/\epsilon\to-\infty$, and $\epsilon\to0$ from below.

The response to the total potential is $a=\chi\epsilon w_{\rm tot}=-w_{\rm tot}/k$. For negative $k$ it has the sign opposite to that of $\chi$. This is no contradiction, because $w_{\rm tot}$ already contains the induced charge and is not the prescribed quantity in (7).

In density-functional response theory, the noninteracting response $\chi_0$ acts on the full effective potential, $a=\chi_0(w+va+f_{\rm xc}a)$, where $f_{\rm xc}$ is the exchange-correlation kernel. Dividing by $\chi_0a$ and using $w/a=1/\chi$ gives $-1/\chi=v+f_{\rm xc}-1/\chi_0$, so

$$
k=f_{\rm xc}-\frac1{\chi_0}.
\tag{22}
$$

The random-phase approximation sets $f_{\rm xc}=0$. Since $\chi_0<0$ for a noninteracting ground state, it has $k>0$ and cannot produce a negative $\epsilon$. A sufficiently negative kernel can. If it makes $k<-v$, the approximate theory predicts that its own uniform state is unstable, and the resulting $\epsilon$ between zero and one does not describe screening in a ground state.

## Two electrons in a periodic box

Both branches occur for two electrons in a spin singlet in a periodic cube of side $L$. The wavevector is the smallest one allowed, $q=2\pi/L$. The full Coulomb interaction is diagonalized in a finite set of plane-wave pairs. Enlarging the set at $L=5$ and $30$ Å changes $1/\epsilon$ by at most $1.6\times10^{-5}$. The box is a finite model, and its numbers are not those of the bulk electron gas.

| $L$ (Å) | $S$ | $1/\epsilon$ | bound (18) | $\epsilon$ |
|---:|---:|---:|---:|---:|
| 2 | 0.948 | 0.781 | 0.781 | 1.28 |
| 10 | 0.826 | 0.162 | 0.169 | 6.17 |
| 15 | 0.776 | −0.115 | −0.101 | −8.72 |
| 30 | 0.670 | −0.677 | −0.640 | −1.48 |
| 100 | 0.435 | −1.392 | −1.307 | −0.72 |

While $1/\epsilon$ falls smoothly, $\epsilon$ rises, diverges and returns from the negative side. The sign changes at $L=12.79$ Å. One per cent below this side $\epsilon$ is about $143$, and one per cent above it is about $-144$. The bound (18) is already negative at 15 Å, so there the sum rule and the structure factor alone force a negative permittivity.

**Small box.** The kinetic energy scales as $L^{-2}$ and the interaction as $L^{-1}$, so for small $L$ the electrons are nearly free and both occupy zero momentum. Then $M_0=2$ and the excitation energy is $q^2/2$, which gives $M_{-1}=4/q^2$ and $\chi=-8/(\Omega q^2)$. With $\Omega=L^3$,

$$
\frac1\epsilon\simeq1-\frac{32\pi}{L^3q^4}=1-\frac{2L}{\pi^3},
\tag{23}
$$

to leading order in $L$ in atomic units. Hence $\epsilon\to1$ from above.

**Large box.** Here the interaction dominates. Take the separation $\mathbf s$ of the electrons to be localized at the body centre of the cube, assumed to be the lowest minimum of the periodic pair potential. Away from the charges, the background gives this potential a Laplacian $4\pi/\Omega$. Cubic symmetry divides it equally among three directions, so each spring constant is $4\pi/(3\Omega)$. The reduced mass is $1/2$, hence $\omega^2=8\pi/(3\Omega)$.

With centre of mass $\mathbf X$ and $s_x=L/2+u$,

$$
\rho_{\mathbf q}=2e^{iqX_x}\cos\frac{qs_x}{2}=-2e^{iqX_x}\sin\frac{qu}{2}\simeq-qu\,e^{iqX_x}.
\tag{24}
$$

This excites one oscillator quantum, with $|\langle1|u|0\rangle|^2=1/\omega$, and gives the total mass 2 a recoil energy $q^2/4$. Equation (14) becomes

$$
\chi\simeq-\frac{2q^2}{\Omega\,\omega(\omega+q^2/4)}\;\longrightarrow\;-\frac{2q^2}{\Omega\omega^2}=-\frac{3q^2}{4\pi}.
\tag{25}
$$

The recoil drops out because $q^2/\omega$ scales as $L^{-1/2}$; the same scaling of $q^2\langle u^2\rangle$ justifies the expansion in (24). Thus $v\chi\to-3$, $1/\epsilon\to-2$ and $\epsilon\to-1/2$. The corrections die out slowly, as $L^{-1/2}$ once $L$ exceeds about 1000 Å, and the value $-0.72$ at 100 Å is still well away from the limit. The recoil kept in (25) is only about half of the leading correction, because the expansion in (24) drops a term of the same order: at 6400 Å diagonalization gives $1/\epsilon=-1.83$, and the first form of (25) gives $-1.91$.

## The response in an explicit field

As a test of the response formula, the external potential was put into the Hamiltonian with $w=1$ meV and the perturbed state was found by diagonalization, in a smaller basis. At $L=10$ Å, $v=458.35$ eV Å$^3$ and $\chi=-1.8274\times10^{-3}$ (eV Å$^3$)$^{-1}$. Equation (6) gives

$$
\frac1\epsilon=1-458.35\times1.8274\times10^{-3}=0.1624,
\qquad \epsilon=6.16 .
\tag{26}
$$

The total potential found from the induced density is $0.1624$ meV, in agreement. The energy change from (10) is $-1000\times1.8274\times10^{-3}\times10^{-6}/4=-4.57\times10^{-7}$ eV, as found by diagonalization.

At $L=30$ Å, $v\chi=-4125.19\times4.0647\times10^{-4}=-1.677$, so $1/\epsilon=-0.677$. The total potential is $-0.677$ meV: the induced charge overcompensates the probe. The energy still falls, by $2.74\times10^{-6}$ eV, as stability demands. The internal cost of the wave is $2.74\times10^{-6}$ eV, whereas its electrostatic part alone is $4.60\times10^{-6}$ eV. From (20),

$$
\frac kv=\frac{2.7437}{4.6006}-1=-0.404,
\qquad
\epsilon=1-\frac1{0.404}\simeq-1.48 .
\tag{27}
$$

The remaining contributions are negative but smaller in size than $v$, which is the second range above. At 10 Å the same ratio is $k/v=+0.194$.

Concavity was also tested beyond linear response. At $L=10$ Å, successive steps of $0.25$ eV in $w$ change the energy by $-0.0285$, $-0.0845$, $-0.1376$ and $-0.1850$ eV. These values keep total momenta up to $\pm2q$; extending to $\pm4q$ moves the last step to $-0.1855$ eV and the others by at most $0.0001$ eV. Each decrease is larger than the one before, consistent with (7), which forbids a smaller one. At $w=1$ eV the total lowering, $0.436$ eV, is about 5% smaller than the quadratic value $0.457$ eV from (10), so the linear formula has begun to fail while concavity has not.

## Where the conclusion fails

The ground-state assumption is essential. Consider an excited singlet in which the electrons carry momenta $q$ and $-q$ along $x$. The denominators in (14) can be estimated from the kinetic energies alone, which give this state the energy $q^2$. The operator $\rho_{\mathbf q}$ takes it to pairs with momenta $(q,0)$, of energy $q^2/2$, and $(2q,-q)$, of energy $5q^2/2$. The denominators in (14) are then $-q^2/2$ and $3q^2/2$, each with total weight 1. The sum is $-2/q^2+2/(3q^2)=-4/(3q^2)$, so the estimated $\chi$ is positive. The interaction is still needed for (14) to apply. Without it, the pairs $(q,q)$ and $(-q,-q)$ have the same energy as $(q,-q)$, and even a weak field mixes them. The interaction lifts this degeneracy, and (14) then holds for a probe weak enough not to mix the separated levels.

The interacting calculation confirms the sign in a box of 3 Å along $x$ and 2 Å along $y$ and $z$, which separates this state from similar ones along the other axes. The excited singlet lies 35.1 eV above the ground state and has $\epsilon=0.70$, both from the sum over states and from diagonalization in the field. Its energy rises when the probe is applied. The ground state of the same box has $\epsilon\approx2.2$.

The proof also needs a static probe, since (7) compares lowest energies and says nothing about a field that oscillates in time. It needs $q\ne0$, where the external charge can be prescribed independently of the medium. It concerns the test-charge permittivity (6). The ratio of $w$ to the effective potential $w+va+f_{\rm xc}a$ felt by an electron of the medium is a different quantity, $1-(v+f_{\rm xc})\chi_0$, and is not bound by (1): for the electron gas at $r_s=4$ bohr and $q=2.2k_F$, a local-density kernel gives 0.93 for it while (6) gives 1.26 and the gas is stable. Within these conditions, a computed value of (6) for $\epsilon$ between zero and one signals an unstable reference state, an inconsistent approximation or a numerical error, whereas a negative value by itself signals none of these. The numerical output below gives the full scan and the field calculations.

## Table of computed values

```
Two electrons in a cubic periodic box, q = 2 pi / L
L=  2 A q=3.1416 1/A S=0.9481 1/eps=0.7807 bound=0.7809 eps=1.281
L=  5 A q=1.2566 1/A S=0.8920 1/eps=0.5135 bound=0.5150 eps=1.947
L= 10 A q=0.6283 1/A S=0.8259 1/eps=0.1622 bound=0.1686 eps=6.167
L= 15 A q=0.4189 1/A S=0.7761 1/eps=-0.1147 bound=-0.1014 eps=-8.721
L= 20 A q=0.3142 1/A S=0.7353 1/eps=-0.3392 bound=-0.3182 eps=-2.948
L= 30 A q=0.2094 1/A S=0.6697 1/eps=-0.6768 bound=-0.6401 eps=-1.478
L= 50 A q=0.1257 1/A S=0.5746 1/eps=-1.0750 bound=-1.0125 eps=-0.930
L=100 A q=0.0628 1/A S=0.4351 1/eps=-1.3920 bound=-1.3073 eps=-0.718
largest change of 1/eps with a larger basis: 1.6e-05
1/eps changes sign at L = 12.79 A, q = 0.4911 1/A
eps 1 % below that L: 143.0, 1 % above: -143.8
Explicit field, smaller basis, w = 1.000 meV
L = 10 A:
  v = 458.35 eV A^3
  chi = -1.8274e-03 1/(eV A^3)
  density wave amplitude = -1.8274e-06 1/A^3
  total potential = 0.1624 meV
  eps from field = 6.158, from chi = 6.158
  energy change = -4.5686e-07 eV
  internal cost = 4.5686e-07 eV
  Hartree part = 3.8267e-07 eV
  k/v = 0.1939
L = 30 A:
  v = 4125.19 eV A^3
  chi = -4.0647e-04 1/(eV A^3)
  density wave amplitude = -4.0647e-07 1/A^3
  total potential = -0.6768 meV
  eps from field = -1.478, from chi = -1.478
  energy change = -2.7437e-06 eV
  internal cost = 2.7437e-06 eV
  Hartree part = 4.6006e-06 eV
  k/v = -0.4036
Strong fields, L = 10 A, energy change E(w)-E(0):
  w = 0.25 eV: -0.0285 eV
  w = 0.50 eV: -0.1130 eV
  w = 0.75 eV: -0.2506 eV
  w = 1.00 eV: -0.4356 eV
Box 3 A along x, 2.0 A along y and z:
  excited singlet lies 35.10 eV above the ground state
  eps of ground state = 2.2443
  eps of excited state = 0.6999, from field = 0.6999
```
